# Darwin width of the silicon 111 reflection

## Problem

A thick, perfect silicon crystal has its surface parallel to the (111) planes. A monochromatic plane X-ray wave of wavelength \(\lambda=1.54\) Å falls on it near the 111 Bragg angle, with its electric field perpendicular to the plane of incidence (sigma polarization). The cubic cell has edge \(a=5.431\) Å, and the 111 structure factor of this cell has modulus \(|F|=59\). Absorption is neglected.

Over what angular range is the beam totally reflected, and what is the full width of the reflection curve at half maximum?

Both widths are called the Darwin width, so each is named explicitly below. The angle \(\theta\) is measured from the surface, and all widths are full widths.

## First estimate by scaling

Three quantities set the strength of the scattering: the classical electron radius \(r_e=2.8179\times10^{-5}\) Å, which is the scattering length of one electron; the density \(|F|/V\) of electrons that effectively scatter in phase; and the wavelength. Leaving out numerical and trigonometric factors, a layer of thickness \(L\) scatters a fraction of the incident amplitude of order

\[
r_e\,\lambda L\,\frac{|F|}{V}.
\]

This is dimensionless and proportional to the number of scatterers. It reaches unity at

\[
L\sim\frac{V}{r_e\lambda|F|},
\]

so a wave near the centre of the reflection cannot go much deeper. A stack of depth \(L\) selects angles to within about \(\lambda/L\), because a larger deviation puts its top and bottom out of phase. Hence

\[
w_{\rm est}\sim\frac{\lambda}{L}=\frac{r_e\lambda^2|F|}{V}.
\]

With \(V=a^3=160.19\) Å\(^3\),

\[
w_{\rm est}\sim\frac{(2.8179\times10^{-5})(1.54)^2(59)}{160.19}
=2.46\times10^{-5}\ \text{rad},
\]

or about 5 arcseconds. The estimate gives the dependence on \(r_e\), \(|F|\) and \(V\), but not the factor in front or the dependence on the Bragg angle.

## Solution of the wave problem

### From electrons to susceptibility

Let the fields vary as \(e^{-i\omega t}\). An electron driven far above its resonances obeys \(-m\omega^2x=-eE\), so \(x=eE/(m\omega^2)\). For electron density \(n\) the polarization is \(P=-nex\), and the susceptibility is

\[
\chi=\frac{P}{\varepsilon_0E}=-\frac{ne^2}{\varepsilon_0m\omega^2}.
\]

Inserting \(\omega=2\pi c/\lambda\) and \(r_e=e^2/(4\pi\varepsilon_0mc^2)\) gives

\[
\chi(\mathbf r)=-\frac{r_e\lambda^2}{\pi}\,n(\mathbf r).
\]

The Fourier coefficients of \(n\) are structure factors divided by \(V\). Therefore

\[
|\chi_0|=\frac{r_e\lambda^2F_0}{\pi V},\qquad
|\chi_h|=\frac{r_e\lambda^2|F|}{\pi V},
\]

where \(F_0=8\times14=112\) counts all electrons in the cubic cell. The structure factor and the volume must refer to the same cell.

The value \(|F|=59\) can be understood from the atoms. For 111 the four face-centring translations contribute equal phases, and the two atoms of the basis contribute \(1+e^{3\pi i/2}=1-i\). Thus \(|F|=4\sqrt2\,f=5.657f\), with \(f\) the atomic form factor. An unrestricted Hartree–Fock calculation for a free silicon atom gives \(f=10.55\). With a rough thermal factor of 0.987, \(|F|=58.9\). This reference leaves out bonding and electron correlation, so it supports the size of the given value, not its last digit.

### One-dimensional wave equation

Let \(z\) point into the crystal, and define

\[
k=\frac{2\pi}{\lambda},\qquad d=\frac{a}{\sqrt3}=3.1356\ \text{Å},\qquad G=\frac{2\pi}{d}.
\]

We keep the mean susceptibility and the components \(\pm h\), assuming that no other set of planes is near a Bragg condition. With the origin at an inversion centre, \(\chi_h\) is real:

\[
\chi(z)=-|\chi_0|+2\chi_h\cos Gz .
\]

The sigma field is \(\hat{\mathbf y}\,E(z)e^{ikx\cos\theta}\). It does not vary along \(y\), so its divergence vanishes and Maxwell's equations reduce to \(\nabla^2\mathbf E+k^2(1+\chi)\mathbf E=0\). The \(x\) derivatives contribute \(-k^2\cos^2\theta\), leaving

\[
E''+\left[k^2\sin^2\theta-k^2|\chi_0|+2k^2\chi_h\cos Gz\right]E=0 .
\]

### Two coupled waves

Near the Bragg angle, the incident wave couples strongly to the reflected one:

\[
E=Ae^{iqz}+Be^{i(q-G)z},\qquad q=\frac G2+\kappa .
\]

Write \(K^2=k^2\sin^2\theta-k^2|\chi_0|\) and \(h=k^2\chi_h\). Since \(2\cos Gz=e^{iGz}+e^{-iGz}\), collecting the coefficients of the two exponentials gives

\[
(K^2-q^2)A+hB=0,\qquad
hA+[K^2-(q-G)^2]B=0 .
\]

The omitted waves, such as \(e^{i(q+G)z}\), are off resonance by about \(2G^2\). Their relative amplitude is of order \(|h|/(2G^2)\approx2\times10^{-5}\).

Define \(D=K^2-G^2/4\). Then

\[
K^2-q^2=D-G\kappa-\kappa^2,\qquad
K^2-(q-G)^2=D+G\kappa-\kappa^2 .
\]

A non-zero solution requires a vanishing determinant:

\[
(D-\kappa^2)^2-G^2\kappa^2=h^2 .
\]

With \(u=\kappa^2\) this becomes

\[
u^2-(2D+G^2)u+D^2-h^2=0 .
\]

Its discriminant is \(G^4+4DG^2+4h^2\), which is positive because \(|D|\ll G^2\). Both roots are therefore real. Their sum is positive and their product is \(D^2-h^2\), so one root is negative precisely when \(|D|<|h|\). The root near \(G^2\) pairs a resonant wave with one far from resonance and lies outside the two-wave description. The relevant small root is, to leading order,

\[
\kappa^2\simeq\frac{D^2-h^2}{G^2}.
\]

For \(|D|<|h|\), \(\kappa\) is imaginary and the field decays with depth. The energy flux along \(z\) is proportional to \(\operatorname{Im}(E^*E')\). Its derivative is \(\operatorname{Im}(E^*E'')\), which vanishes because the bracket in the wave equation is real. The flux is thus the same at every depth. It is zero far inside, so it is zero at the surface, where it is proportional to \(1-|r|^2\), with \(r\) the reflected amplitude. Hence \(|r|=1\): the reflection is total although the wave enters the crystal.

### Width of total reflection

The edges are at \(D=\pm|h|\). The Bragg angle in vacuum obeys \(k\sin\theta_B=G/2\), so division by \(k^2\) gives

\[
\sin^2\theta-\sin^2\theta_B=|\chi_0|\pm|\chi_h| .
\]

For a small deviation \(\Delta\theta=\theta-\theta_B\), the left side is \(\Delta\theta\sin2\theta_B\), and

\[
\Delta\theta_\pm=\frac{|\chi_0|\pm|\chi_h|}{\sin2\theta_B}.
\]

The mean of the edges is a refraction shift. Their difference is the total-reflection width:

\[
\boxed{\,w=\frac{2|\chi_h|}{\sin2\theta_B}
=\frac{2r_e\lambda^2|F|}{\pi V\sin2\theta_B}\,}
\]

For the given crystal,

\[
\sin\theta_B=\frac{1.54}{2(3.1356)}=0.24557,\qquad
\theta_B=14.215^\circ,\qquad \sin2\theta_B=0.4761 .
\]

The susceptibility component is

\[
|\chi_h|=\frac{(2.8179\times10^{-5})(1.54)^2(59)}{\pi(160.19)}
=7.835\times10^{-6},
\]

and therefore

\[
w=\frac{2(7.835\times10^{-6})}{0.4761}
=3.291\times10^{-5}\ \text{rad}=6.79\ \text{arcsec}.
\]

With \(|\chi_0|=1.487\times10^{-5}\), the centre lies 6.44 arcseconds above \(\theta_B\). This shift is almost as large as the width, so the vacuum Bragg angle itself lies outside the range of total reflection.

### Width at half maximum

Measure the deviation from the centre in units of half the total-reflection width:

\[
\eta=\frac D{|h|}=\frac{\Delta\theta\sin2\theta_B-|\chi_0|}{|\chi_h|}.
\]

At the surface, continuity of \(E\) gives \(1+r=A+B\). Continuity of \(E'\) gives \(k\sin\theta\,(1-r)=qA+(q-G)B\). Near the reflection, \(q\), \(G-q\) and \(k\sin\theta\) agree to relative order \(10^{-4}\), so \(1-r\simeq A-B\). Adding and subtracting these equations yields \(A\simeq1\) and \(r\simeq B\).

The first coupled equation, with \(\kappa^2\) neglected beside \(G\kappa\), gives \(B/A=(G\kappa-D)/h\). Outside total reflection \(G\kappa=\pm\sqrt{D^2-h^2}\). The two possible values of \(|r|\) have product one. In a strictly lossless plate, however thick, waves returning from the back face would alter the curve here. Averaged over the thickness fringes, its reflectivity is \(2R/(1+R)\), with \(R\) the semi-infinite value found below, and its width at half maximum is \((2/\sqrt3)\,w=7.84\) arcseconds. We take the crystal as semi-infinite, which describes a real crystal thick enough for weak absorption to remove those waves. No energy then arrives from deep inside, so the smaller is the physical one:

\[
R=|r|^2=\left(|\eta|-\sqrt{\eta^2-1}\right)^2,\qquad |\eta|\ge1 .
\]

Let \(s=|\eta|-\sqrt{\eta^2-1}\). Since \(1/s=|\eta|+\sqrt{\eta^2-1}\), we have \(|\eta|=(s+1/s)/2\). At half maximum \(s=1/\sqrt2\), hence

\[
|\eta|=\frac12\left(\frac1{\sqrt2}+\sqrt2\right)=\frac3{2\sqrt2}=1.0607,
\]

\[
w_{1/2}=1.0607\,w=7.20\ \text{arcsec}.
\]

Both definitions give about seven arcseconds.

An independent calculation divided each lattice period into 200 slabs and multiplied their transfer matrices, using the same \(\chi(z)\) but neither the two-wave form nor the linearization in angle. It gave 6.788 arcseconds for total reflection and 7.200 arcseconds at half maximum, against 6.789 and 7.201 from the formulas.

## Comparison of estimate and solution

The two results differ by the factor

\[
\frac{w}{w_{\rm est}}=\frac{2}{\pi\sin2\theta_B}=1.34 .
\]

The estimate of 5 arcseconds was thus good to a factor of order one. It becomes poor when \(\sin2\theta_B\) is small.

The depth shows a larger difference. At the centre \(\kappa=i|h|/G\), so the intensity, averaged over a lattice period, falls to \(1/e\) of its surface value over a depth

\[
\ell=\frac{G}{2|h|}=\frac{\lambda\sin\theta_B}{2\pi|\chi_h|}=0.768\ \text{µm},
\]

or about 2450 planes. The scaling length was \(L=6.3\) µm. Substituting \(|\chi_h|\) gives \(\ell=L\sin\theta_B/2\), so the omitted factors amount to eight here.

### Two cases outside the width formula

If the crystal thickness \(t\) is much smaller than \(\ell\), the incident wave is hardly weakened. Apart from refraction, amplitudes scattered at depth \(z\) have phase \(2kz\cos\theta_B\,\Delta\theta\). They first cancel when this phase reaches \(2\pi\) at \(z=t\), giving \(\Delta\theta=\lambda/(2t\cos\theta_B)\). For \(t=0.1\) µm this is about 160 arcseconds on each side. The thickness, not \(|F|\), now sets the width.

Near backscattering, \(\sin2\theta_B\to0\) and the linearization fails. The unexpanded edge condition is \(\cos^2\theta=\cos^2\theta_B-|\chi_0|\mp|\chi_h|\). If the wavelength is tuned so that \(\cos^2\theta_B=|\chi_0|\), total reflection extends to an angle \(\sqrt{|\chi_h|}\) from the surface normal. The width then scales as the square root of the susceptibility and remains finite. This describes the lossless model only. For silicon 111, backscattering needs \(\lambda\approx2d=6.27\) Å, a photon energy near 2 keV, just above the K absorption edge at 1.84 keV. There the electrons are not driven far above their resonances. With a rough absorption coefficient \(\mu\) of 0.65 µm\(^{-1}\), the absorptive part of the susceptibility, \(\mu\lambda/2\pi\), is about half of \(|\chi_h|\), so the reflection is far from total.

## A real silicon crystal

The chosen wavelength is close to the copper K-alpha line, and a silicon wafer is a few tenths of a millimetre thick. Being far thicker than \(\ell\) is not enough for the semi-infinite curve: outside total reflection the wave propagates, and only absorption removes the return from the back face. For an absorption coefficient \(\mu\), the path in and out gives the depth \(\sin\theta_B/(2\mu)\), about 9 µm for the value below, and the wafer is far thicker than this too. With a rough absorption coefficient of 14 mm\(^{-1}\), the slab calculation lowers the peak reflectivity to 0.94 but leaves the width, at half of that peak, at 7.21 arcseconds. A rough anomalous correction of 0.25 electrons per atom would change the width by about 2.4 percent, so quoting hundredths of an arcsecond describes the stated model, not a real crystal.

For pi polarization the fields of the two beams make an angle \(2\theta_B\), which weakens their coupling. The slab calculation gives a width ratio of 0.8794, equal to \(|\cos2\theta_B|\), and a total-reflection width of 5.97 arcseconds. An unpolarized beam contains both curves.

The assumption of one wavelength matters more. Differentiating \(\lambda=2d\sin\theta\) at fixed \(d\) gives \(\delta\theta=\tan\theta_B\,\delta\lambda/\lambda\). The copper K-alpha line is a doublet whose components differ by about 0.25 percent in wavelength, which puts their peaks about 130 arcseconds apart. Even within one component, a rough relative line width of \(3\times10^{-4}\) spreads the Bragg angle by 16 arcseconds, more than twice either the total-reflection width or the width at half maximum. Two identical crystals in the non-dispersive setting remove this spread to first order, but the recorded curve is the overlap of two reflection curves. For sigma polarization and the absorption above, its calculated width is 9.6 arcseconds. Strain and bending can broaden it further.

Temperature chiefly moves the peak: at fixed wavelength, a rough expansion coefficient of \(2.6\times10^{-6}\) K\(^{-1}\) shifts it by 0.14 arcseconds per kelvin towards lower angle. A drift of several tens of kelvins therefore moves it by about the total-reflection width.

## Values computed for the example and the checks

```
INPUTS AND INTERMEDIATE VALUES
wavelength: 1.54 angstrom
lattice parameter: 5.431 angstrom
structure-factor modulus: 59
classical electron radius: 2.8179e-05 angstrom
plane spacing d: 3.1356 angstrom
cell volume: 160.19 angstrom^3
sin(theta_B): 0.24557
Bragg angle: 14.215 degree
sin(2 theta_B): 0.4761
|chi_0|: 1.487e-05
|chi_h|: 7.835e-06
RESULTS
total-reflection width, formula: 3.291e-05 rad
total-reflection width, formula: 6.789 arcsec
total-reflection width, slabs: 6.788 arcsec
ratio FWHM / total-reflection width: 1.0607
FWHM, formula: 7.201 arcsec
FWHM, slabs: 7.2 arcsec
refraction shift, formula: 6.444 arcsec
refraction shift, slabs: 6.443 arcsec
1/e intensity depth, formula: 0.768 micrometre
1/e intensity depth, slabs: 0.768 micrometre
CHECK OF THE GIVEN STRUCTURE FACTOR
|F|/f from atom positions: 5.6569
f of free atom, UHF/cc-pVTZ: 10.55 electrons
rough thermal parameter B: 0.5 angstrom^2
thermal factor on F: 0.987
|F| computed, with thermal factor: 58.9
NEGLECTED EFFECTS (ROUGH INPUTS)
pi/sigma width ratio, slabs: 0.8794
pi total-reflection width, slabs: 5.97 arcsec
absorption coefficient: 14 1/mm
peak reflectivity with absorption: 0.94
FWHM with absorption: 7.21 arcsec
anomalous part of f: 0.25 electrons
its relative effect on width: 2.4 percent
relative spread of copper line: 0.0003
angular spread from the line: 16 arcsec
thermal expansion coefficient: 2.6e-06 1/K
peak shift per kelvin (towards lower angle): 0.14 arcsec
FWHM, two identical crystals, sigma: 9.6 arcsec
```
